# Dipolar and crystal-field direct spin-lattice relaxation in two model ions, part 2

Which sets \(T_1\) in the direct (one-phonon) process: Waller's modulation of the dipolar coupling between spins, or modulation of the crystal field? Rough estimates of the ratio of Waller's rate to the crystal-field rate are \(z_6(d_a/G)^2\), with \(G\sim\lambda^2/\Delta\), for \(S=1\), and of order ten for a spin-½ Kramers doublet.

The lattice is an isotropic Debye solid of density \(\rho\), with longitudinal and transverse velocities \(v_l,v_t\) and phonons held at temperature \(T\). The coupling is \(H_1=V_{ij}u_{ij}\), with \(u_{ij}=\partial_ju_i\) the full displacement gradient and \(M_{ij}=\langle {\rm f}|V_{ij}|{\rm i}\rangle\). For levels \(E_m\) separated by \(\hbar\omega\), with \(x=\hbar\omega/k_BT\ll1\) (relative correction \(x^2/12\)),
\[
W=K\omega^2F,\qquad K=\frac{k_BT}{2\pi\hbar^2\rho},\qquad F=\frac{A_l}{v_l^5}+\frac{A_t}{v_t^5},
\]
\[
A_l=\tfrac1{15}\big(|{\rm tr}M|^2+M_{ij}M^*_{ij}+M_{ij}M^*_{ji}\big),\qquad A_t=\tfrac13M_{ij}M^*_{ij}-A_l .
\]
With a common spin temperature, the Gorter formula is
\[
\frac1{T_1}=\frac{\sum_{\rm pairs}W_{mn}(E_m-E_n)^2}{\sum_mE_m^2}.
\]

Waller's rate, averaged over field direction, for dipolar energy small against Zeeman energy and phonon wavenumber \(k\) with \(kr\ll1\), is
\[
\frac1{T_1^{\rm W}}=34\cdot\frac43S(S+1)\,K\omega^2fz_6d_a^2\left(\frac{33}{200\,v_l^5}+\frac{21}{100\,v_t^5}\right).
\]
Here \(f\) is the occupied fraction of sites, \(a\) the lattice spacing, \(d_a=\mu_0 g^2\mu_B^2/(4\pi a^3)\) and \(z_6=\sum (a/r)^6\).

The \(S=1\) ion is octahedral \(d^8\), with ligand-field gap \(\Delta\), spin-orbit coupling \(\lambda\mathbf L\cdot\mathbf S\), Racah parameter \(B_R\), ligand coupling \(\propto R^{-p}\) at bond length \(R\), and \(g=g_e-8\lambda/\Delta\). Only spin triplets are kept. To third order, strain \(\varepsilon_{ab}=(u_{ab}+u_{ba})/2\) gives, up to a constant, \(G_E\sum_a\varepsilon_{aa}S_a^2\) and, for \(xy\) shear, \(G_T\,\varepsilon_{xy}\{S_x,S_y\}\), with
\[
G_E=\frac{2p\lambda^2}{\Delta},\qquad G_T=\frac{4\eta\lambda^2}\Delta,\qquad\eta=\frac{2\Delta+15B_R}{2\Delta+27B_R}.
\]
For a field along \(\hat{\mathbf z}\), \(\mathbf S=\hat{\mathbf z}S_z+\boldsymbol\xi S_-+\boldsymbol\xi^*S_+\) with \(\boldsymbol\xi=(\hat{\mathbf x}+i\hat{\mathbf y})/2\). The crystal-field rate for this ion comes next.

**Rate.** Let \(Q_{ab}=\langle {\rm f}|\tfrac12\{S_a,S_b\}|{\rm i}\rangle\), symmetric, and traceless because \(\mathbf S^2\) is a constant. Then \(M_{aa}=G_EQ_{aa}\), \(M_{ab}=G_TQ_{ab}\) for \(a\ne b\), and with \(\mathcal N=M_{ij}M^*_{ij}\) the angular factors are \(A_l=\tfrac2{15}\mathcal N\), \(A_t=\tfrac15\mathcal N\). For the field along \(z\) and \(\Delta M_S=1\), \(\langle0|\{S_x,S_z\}|1\rangle=1/\sqrt2\), so \(|Q_{xz}|=|Q_{yz}|=1/2\sqrt2\) and \(\sum|Q_{ab}|^2=\tfrac12\), all off-diagonal; the \(0\to-1\) transition has the same magnitudes. For \(\Delta M_S=2\), \(Q_{ab}=\xi_a\xi_b\langle-1|S_-^2|1\rangle=2\xi_a\xi_b\), so \(Q_{xx}=-Q_{yy}=\tfrac12\), \(Q_{xy}=Q_{yx}=\tfrac i2\), and the norm is 1, half diagonal. The Gorter sum is \([2W_1+4W_2]/2=W_1+2W_2\), and \(W_2\) carries \((2\omega)^2\), so the weight is \(\mathcal N_1+8\mathcal N_2\). Along a cube axis it is \(\tfrac12G_T^2+8(\tfrac12G_E^2+\tfrac12G_T^2)=4G_E^2+\tfrac92G_T^2\). Turning the field rotates \(Q\) within the five-dimensional irreducible space of symmetric traceless tensors and keeps its norm; by Schur's lemma the average distributes the norm equally over dimensions, \(2/5\) on the diagonal tensors and \(3/5\) on the off-diagonal ones. With weight \(\tfrac12+8=\tfrac{17}2\),
\[
\frac1{T_1^{\rm cf}}=\frac{17}2K\omega^2\bar G^2\left(\frac2{15\,v_l^5}+\frac1{5\,v_t^5}\right),\qquad\bar G^2=\frac{2G_E^2+3G_T^2}5 .
\]

This rate also goes as \(B^2T\). Dividing, with \(34\cdot\tfrac83/\tfrac{17}2=\tfrac{32}3\),
\[
\frac{T_1^{\rm cf}}{T_1^{\rm W}}=\kappa fz_6\Big(\frac{d_a}{\bar G}\Big)^2,\qquad\kappa=\frac{32}3\,\frac{\tfrac{33}{200}v_l^{-5}+\tfrac{21}{100}v_t^{-5}}{\tfrac2{15}v_l^{-5}+\tfrac15v_t^{-5}} .
\]
The ratio is independent of \(B\), \(T\) and \(\rho\) in the high-temperature, weak-dipolar regime. The velocities enter only through \(\kappa\), a weighted mean of \(56/5\) (transverse) and \(66/5\) (longitudinal). The rates are equal at \(\bar G^*=d_a\sqrt{\kappa fz_6}\).

## The Kramers doublet

Let \(\Theta\) be time reversal, with \(\Theta^2=-1\) for an odd number of electrons, \(\langle a|b\rangle=\langle\Theta b|\Theta a\rangle\), and \(\Theta V=V\Theta\) for any electric perturbation. Then \(\langle\Theta\psi|V\psi\rangle=\langle\Theta V\psi|\Theta^2\psi\rangle=-\langle\Theta\psi|V|\psi\rangle=0\), and \(\langle\Theta\psi|V\Theta\psi\rangle=\langle V\psi|\psi\rangle\). At zero field \(V\) is a multiple of the identity on the doublet to all orders in \(\lambda\), which is the Van Vleck cancellation.

The size of what survives in a field is found in a minimal model: \(L=1\), \(S=\tfrac12\), field along the site axis,
\[
H=\Delta(\mathbf L\cdot\mathbf n)^2+\lambda\mathbf L\cdot\mathbf S+H_Z,\qquad H_Z=\mu_BB\,\mathcal M_z,\qquad\boldsymbol{\mathcal M}=\mathbf L+g_e\mathbf S .
\]
The axis is a material line, \(\mathbf n=\hat{\mathbf z}+u_{xz}\hat{\mathbf x}+u_{yz}\hat{\mathbf y}\), so \(V=\Delta\,(u_{xz}\{L_x,L_z\}+u_{yz}\{L_y,L_z\})\). A change of \(\Delta\) with \(u_{zz}\) conserves \(J_z=L_z+S_z\) and flips nothing. At \(B=0\), \(\mathbf L\cdot\mathbf S=L_zS_z+\tfrac12(L_+S_-+L_-S_+)\) mixes \(|0\uparrow\rangle\) with \(|1\downarrow\rangle\) through a matrix with diagonal \(0\), \(\Delta-\lambda/2\) and off-diagonal \(\lambda/\sqrt2\), and \(|0\downarrow\rangle\) with \(|{-1}\uparrow\rangle\) through the same matrix. The ground doublet is
\[
|+\rangle=c_\chi|0\uparrow\rangle+s_\chi|1\downarrow\rangle,\qquad|-\rangle=c_\chi|0\downarrow\rangle+s_\chi|{-1}\uparrow\rangle,
\]
with \(c_\chi=\cos\chi\), \(s_\chi=-\sin\chi\), \(\tan2\chi=\sqrt2\lambda/(\Delta-\lambda/2)\). From \(L_-|0\rangle=\sqrt2|{-1}\rangle\) and \(L_-|1\rangle=\sqrt2|0\rangle\), \(\langle-|L_-|+\rangle=2\sqrt2c_\chi s_\chi\), while \(\langle-|S_-|+\rangle=c_\chi^2\). Hence
\[
g_\parallel=2\langle+|\mathcal M_z|+\rangle=g_ec_\chi^2+(2-g_e)s_\chi^2,\qquad g_\perp=\langle-|\mathcal M_-|+\rangle=g_ec_\chi^2+2\sqrt2c_\chi s_\chi,
\]
\[
j=\langle-|J_-|+\rangle=c_\chi^2+2\sqrt2c_\chi s_\chi .
\]

Since \([L_y,L_z^2]=i\{L_x,L_z\}\) and \(J_y\) commutes with \(\mathbf L\cdot\mathbf S\), the \(u_{xz}\) term is \(V=-iu_{xz}[J_y,H-H_Z]\). Between exact eigenstates \(\langle-|[J_y,H]|+\rangle=\hbar\omega\langle-|J_y|+\rangle\), and \([J_y,\mathcal M_z]=i\mathcal M_x\). Only lowering parts connect \(|+\rangle\) to \(|-\rangle\), so \(\langle J_y\rangle=ij/2\) and \(\langle\mathcal M_x\rangle=g_\perp/2\):
\[
\langle-|V|+\rangle=-iu_{xz}\Big[\hbar\omega\,\frac{ij}2-i\mu_BB\,\frac{g_\perp}2\Big]=\frac{u_{xz}}2\big(\hbar\omega\,j-\mu_BB\,g_\perp\big).
\]
Both terms are already of first order in \(B\), so \(j\) and \(g_\perp\) may be taken at zero field and \(\hbar\omega=g_\parallel\mu_BB\); the field changes \(s_\chi\) by a relative amount of order \(\mu_BB/\Delta\). The coupling per unit deformation is
\[
m=\tfrac12\mu_BB\,|g_\parallel j-g_\perp|\approx(g_e-1)\,\mu_BB\,\frac{|\lambda|}\Delta ,
\]
where the last form uses \(2\sqrt2c_\chi s_\chi\approx-2\lambda/\Delta\), \(c_\chi^2\approx1\), so that \(g_e(1-2\lambda/\Delta)-(g_e-2\lambda/\Delta)=-2(g_e-1)\lambda/\Delta\). It vanishes with \(B\) and with \(\lambda\). In terms of \(L_\pm\), the lowering part of \(V\) is \(\tfrac\Delta2(u_{xz}+iu_{yz})\{L_-,L_z\}\), so \(M_{yz}=iM_{xz}\) and all other elements vanish. Then \(M_{ij}M_{ij}^*=2m^2\), \({\rm tr}M=0\), \(M_{ij}M^*_{ji}=0\), \(A_l=\tfrac2{15}m^2\), \(A_t=\tfrac23m^2-\tfrac2{15}m^2=\tfrac8{15}m^2\). For two levels the Gorter sum is \(W(\hbar\omega)^2/[2(\hbar\omega/2)^2]=2W\):
\[
\frac1{T_1^{\rm K}}=2K\omega^2m^2\left(\frac2{15\,v_l^5}+\frac8{15\,v_t^5}\right)\propto B^4T .
\]
Waller's rate for \(S=\tfrac12\) is taken with isotropic \(g_e\) in \(d_a\), at the same \(\omega\), averaged over the orientation of the spin lattice. The ratio is
\[
\frac{T_1^{\rm K}}{T_1^{\rm W}}=17\,\frac{\tfrac{33}{200}v_l^{-5}+\tfrac{21}{100}v_t^{-5}}{\tfrac2{15}v_l^{-5}+\tfrac8{15}v_t^{-5}}\;fz_6\Big(\frac{d_a}m\Big)^2\propto\frac f{B^2}.
\]

## Worked example

The parameters are round model values: \(\rho=3000\) kg m⁻³, \(v_l=5400\) and \(v_t=3000\) m s⁻¹, \(T=4\) K, \(B=0.3\) T, a simple cubic spin lattice with \(a=0.6\) nm, \(f=1\). Then \(\mu_BB=0.1401\) cm⁻¹, \(k_BT=2.78\) cm⁻¹, \(z_6=8.402\), \(v_l^{-5}=2.178\times10^{-19}\) and \(v_t^{-5}=4.115\times10^{-18}\) s⁵ m⁻⁵, \(K=2.634\times10^{41}\) m⁵ J⁻² s⁻⁴. Couplings enter the rates in joules, through the conversion 1 cm⁻¹ \(=100\,hc=1.986\times10^{-23}\) J. The common Waller bracket is \(0.165\times2.178\times10^{-19}+0.21\times4.115\times10^{-18}=9.00\times10^{-19}\) s⁵ m⁻⁵.

For \(S=1\), take \(\Delta=9000\), \(B_R=900\), \(\lambda=-300\) cm⁻¹, \(p=5\). Then \(g=2.002+2400/9000=2.269\), \(\hbar\omega=0.3178\) cm⁻¹, \(\omega=5.986\times10^{10}\) rad s⁻¹ (9.53 GHz), and \(K\omega^2=9.44\times10^{62}\) in SI units. The small parameters are \(2\hbar\omega/k_BT=0.23\), for which \(x^2/12\) is 0.4 % of the high-temperature rate; \(k_ta=0.024\) at \(2\omega\); and \(d_a\sqrt{z_6}/\hbar\omega=0.094\). The couplings are \(d_a=0.01032\) cm⁻¹, \(\eta=31500/42300=0.745\), \(G_E=10\times10=100\) cm⁻¹, \(G_T=4\times0.745\times10=29.8\) cm⁻¹, \(\bar G=\sqrt{(2\times100^2+3\times29.8^2)/5}=67.3\) cm⁻¹. Waller's rate is
\[
34\times\tfrac83\times9.44\times10^{62}\times8.402\times(2.050\times10^{-25})^2\times9.00\times10^{-19}=0.027\ {\rm s^{-1}},
\]
or \(T_1^{\rm W}=37\) s. With the bracket \(\tfrac2{15}\times2.178\times10^{-19}+\tfrac15\times4.115\times10^{-18}=8.52\times10^{-19}\), the crystal-field rate is
\[
8.5\times9.44\times10^{62}\times(1.337\times10^{-21})^2\times8.52\times10^{-19}=1.2\times10^4\ {\rm s^{-1}},
\]
or \(T_1^{\rm cf}=8.2\times10^{-5}\) s. Here \(\kappa=\tfrac{32}3\times9.00/8.52=11.27\), and the ratio is \(11.27\times8.402\times(1.533\times10^{-4})^2=2.2\times10^{-6}\).

Diagonalizing the 30-state model at the full \(\lambda\) gives \(g=2.255\) and a crystal-field rate of \(9.4\times10^3\) s⁻¹, which is 23 % below the third-order value. The smaller \(\omega^2\) accounts for about 1 % of it. The rest belongs to higher orders in \(\lambda/\Delta\), since at \(\lambda=-10\) cm⁻¹ formula and diagonalization are tested to agree within 3 %. With this \(g\) Waller's rate is \(0.026\) s⁻¹ and the ratio is \(2.8\times10^{-6}\). These values belong to the triplet-only model. The omitted singlet terms enter \(G_E\) and \(G_T\) at the same order \(\lambda^2\): in the full 45-state \(d^8\) basis with the second Racah parameter equal to \(4B_R\), both couplings fall by about 16 %, the crystal-field rate becomes \(6.6\times10^3\) s⁻¹ and the ratio \(4.0\times10^{-6}\).

For \(S=\tfrac12\), take \(\Delta=4000\), \(\lambda=200\) cm⁻¹. Then \(g_\parallel=2.000\), \(g_\perp=1.897\), \(j=0.8964\), \(\hbar\omega=0.2801\) cm⁻¹, and \(m=\tfrac12\times0.1401\times|1.793-1.897|=0.0073\) cm⁻¹; the leading-order form gives \(0.0070\) cm⁻¹, 4 % below the unrounded \(m=0.007345\) cm⁻¹. With \(d_a=0.008037\) cm⁻¹ and the prefactor \(17\times9.00\times10^{-19}/2.224\times10^{-18}=6.88\), the ratio is \(6.88\times8.402\times(0.008037/0.007345)^2=69\). The rates are \(4.8\times10^{-3}\) s⁻¹ for Waller's mechanism (\(T_1=2.1\times10^2\) s) and \(6.9\times10^{-5}\) s⁻¹ for the crystal field (\(T_1=1.4\times10^4\) s).

The numerical check tests the golden-rule factor against an explicit sum over box modes, the Waller formulas against diagonalized three-spin clusters and a rate matrix with true Bose factors, \(z_6\) against a theta-function integral, and both crystal-field results against diagonalization with finite-difference couplings. It tests the magnitudes of \(G_E\) and \(G_T\), which are all the rates use, and not their signs.

## Comparison and limits

For \(S=1\) the rough value \(8.402\times(0.01032/10)^2=9\times10^{-6}\) becomes \(2.2\times10^{-6}\) through two numerical factors of opposite effect. Waller's rate gains \(\kappa=11.27\), and the crystal-field rate gains \((\bar G\Delta/\lambda^2)^2=6.73^2=45\), mostly from the factor \(2p\) in \(G_E\), which expresses the steep dependence of the gap on bond length. The order of magnitude is set by \(d_a/\bar G=1.5\times10^{-4}\). The two rates would be equal, on this fully occupied lattice and for \(S=1\), at \(\bar G^*=0.10\) cm⁻¹. An ion whose spin-orbit path is closed to low order, as in an orbital \(S\) state, may have couplings much nearer that value; such ions are not described by the \(d^8\) model and need their own calculation.

For \(S=\tfrac12\) and a field along the site axis the rough factor of ten becomes 69, so at \(f=1\) and 0.3 T Waller's direct rate is the larger one in this model. The reversal comes from the crystal-field side: \((\bar G/m)^2=8.4\times10^7\) between the two model ions, while the Waller rates differ by less than a factor of six. Because the ratio goes as \(f/B^2\), the rates are equal at \(f^*=1/69.2=0.014\) in 0.3 T, and at \(f=10^{-4}\) the ratio is \(7\times10^{-3}\). In a dilute crystal the averaged Waller rate is the initial rate, weighted toward close pairs, and it is an upper bound on the later decay rate if the spins do not share one temperature. At \(f=1\) the rates are equal at \(B^*=0.3\sqrt{69.2}=2.5\) T in the high-temperature limit. At that field \(2\hbar\omega/k_BT=2\times0.2801\times8.32/2.78=1.7\) at 4 K, so \(B^*\) is not a prediction for 4 K; it applies at temperatures several times higher. These numbers depend on the direction of the field. For a field along \(x\), perpendicular to the site axis, the same identity has \(\hbar\omega=g_\perp\mu_BB\) and \([J_y,\mathcal M_x]=-i\mathcal M_z\), so \(m_\perp=\tfrac12\mu_BB\,|g_\perp j-g_\parallel|\approx(g_e+1)\,\mu_BB\,|\lambda|/\Delta\), here \(0.0209\) cm⁻¹; the \(u_{yz}\) term involves \(J_x\) and flips nothing, which halves the angular factors. The ratio is then \(69.2\times2\times(0.007345/0.0209)^2=17\), with \(f^*=0.06\) and \(B^*=1.2\) T. At intermediate angles the change of \(\Delta\) with \(u_{zz}\) also flips the spin; with \(\Delta\propto R^{-5}\) the ratio is 26 at 30° and 16 at 60° from the axis, and 19 when both rates are averaged over the field direction. The tilt model also ties the orbit-lattice coupling to the axial gap \(\Delta\) itself. Rotational invariance requires this only of the coupling to local rotations. If the coupling to strain in a given ion is larger than the gap by some factor, the crystal-field rate and \(f^*\) rise by less than the square of that factor, and \(B^*\) falls by less than the factor itself. The model ion also has no nuclear spin. An anisotropic hyperfine coupling tied to the same axis is modulated by the tilt and flips the electron spin through a coupling that does not need the applied field. With model values \(A_\parallel=0.017\), \(A_\perp=0.006\) cm⁻¹ and \(I=\tfrac72\), the single-ion rate at 0.3 T along the axis doubles to \(1.4\times10^{-4}\) s⁻¹, grows more slowly than \(B^4\) (as \(B^{3.2}\) between 0.3 and 0.6 T), and \(f^*\) becomes 0.03.

The rates above are intrinsic spin-phonon rates, computed with the phonons held at \(T\). At \(f=1\) the heat capacity of the \(S=1\) spins is about \(10^5\) times that of the phonons within a linewidth \(d_a\sqrt{z_6}/\hbar\) of \(\omega\) and \(2\omega\), so in a millimetre-size crystal the observed recovery would be limited by phonon escape, of order \(10^{-2}\) s, and not by \(T_1^{\rm cf}\). Two-phonon (Raman and Orbach) processes are outside this treatment. They grow faster with temperature than the direct rates and, since the direct \(T_1\) of the doublet is here minutes to hours, they have to be computed before either direct rate is compared with a measured \(T_1\) for \(S=\tfrac12\).

## Computed values

```
rho = 3000 kg/m^3, v_l = 5400 m/s, v_t = 3000 m/s
T = 4 K, B = 0.3 T, a = 0.6 nm, f = 1
S=1 ion: Delta = 9000, Racah B = 900, lambda = -300 cm^-1, p = 5
S=1/2 ion: Delta = 4000, lambda = 200 cm^-1
g_e = 2.002
muB B = 0.1401 cm^-1
kT = 2.78 cm^-1
lattice sum z = 8.402
v_l^-5 = 2.178e-19 s^5/m^5
v_t^-5 = 4.115e-18 s^5/m^5
K = kT/(2 pi hbar^2 rho) = 2.634e+41 m^5 J^-2 s^-4
S=1 g = 2.269
S=1 hbar omega = 0.3178 cm^-1
S=1 omega = 5.986e+10 rad/s
S=1 frequency = 9.527 GHz
2 hbar omega/kT = 0.2286
k_t a at 2 omega = 0.02394
d sqrt(z)/hbar omega = 0.09413
S=1 d = 0.01032 cm^-1
eta = 0.7447
G_E = 100 cm^-1
G_T = 29.79 cm^-1
Gbar = 67.32 cm^-1
d/Gbar = 0.0001533
kappa = 11.27
S=1 Waller rate = 0.0272 s^-1
S=1 Waller T1 = 36.76 s
S=1 crystal-field rate = 1.223e+04 s^-1
S=1 crystal-field T1 = 8.178e-05 s
S=1 ratio Waller/cf = 2.225e-06
S=1 log10 ratio = -5.653
S=1 exact g = 2.255
S=1 exact cf rate = 9372 s^-1
S=1 Waller rate, exact g = 0.02621 s^-1
S=1 exact ratio = 2.797e-06
break-even Gbar* = 0.1004 cm^-1
S=1/2 g_par = 2
S=1/2 g_perp = 1.897
S=1/2 j = 0.8964
S=1/2 hbar omega = 0.2801 cm^-1
S=1/2 d = 0.008037 cm^-1
S=1/2 m = 0.007345 cm^-1
S=1/2 m leading order = 0.007019 cm^-1
S=1/2 ratio/(z d^2/m^2) = 6.881
S=1/2 Waller rate = 0.004805 s^-1
S=1/2 Waller T1 = 208.1 s
S=1/2 crystal-field rate = 6.943e-05 s^-1
S=1/2 crystal-field T1 = 1.44e+04 s
S=1/2 ratio Waller/cf = 69.21
crossover field B* (high-T limit) = 2.496 T
crossover occupation f* = 0.01445
S=1/2 ratio at f = 1e-4 = 0.006921
(Gbar/m)^2 = 8.401e+07
```
